# Spin-orbit coupling and the bond energy of halogen molecules

Spin-orbit coupling is a scalar product of two vectors, one acting on space and one on spin, and that structure fixes the form of its effect on a bond energy before any integral is computed. Take $H_{\rm SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ for the valence p electrons, with $\zeta>0$ an energy (Hartree atomic units throughout). A halogen atom X is in a ${}^2P$ term with nonzero $\mathbf L$ and $\mathbf S$, so $H_{\rm SO}$ splits the term linearly in $\zeta$. The operator is traceless, so at least one level goes down. The molecule X$_2$ near equilibrium is a nondegenerate singlet ${}^1\Sigma_g^+$, and a spin vector has no expectation value in a state with $S=0$, since that state singles out no direction in spin space. Its shift starts at second order, and the only way to build an energy from $\zeta^2$ is to divide by an excitation energy $\Delta E$. With $D_e=2E({\rm X})-E({\rm X}_2)$,

$$D_e=D_e^{\rm scalar}-a\,\zeta+f\,\frac{\zeta^2}{\Delta E}+\dots,$$

where $a$ and $f$ are positive pure numbers. A model with two holes on two atoms gives $a=1$, and $f=1$ when the on-site repulsion between the holes is set to zero.

## The atom: where one third comes from

The Dirac equation for large and small components reads $V\psi^L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S=E\psi^L$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^L+(V-2c^2)\psi^S=E\psi^S$. Write $\psi^S=\boldsymbol\sigma\cdot\mathbf p\,\phi/2c$, multiply the second equation by $\boldsymbol\sigma\cdot\mathbf p/2c$, and use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T$:

$$V\psi^L+T\phi=E\psi^L,\qquad T\psi^L+\Big(\frac{W}{4c^2}-T\Big)\phi=E\,\frac{T}{2c^2}\phi,\qquad W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p .$$

All spin dependence is now in $W$. The identity $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $W=\mathbf p\cdot V\mathbf p+i\epsilon_{ijk}\sigma_k\,p_iVp_j$. In the second term $p_iV=Vp_i-i\partial_iV$, and $\epsilon_{ijk}p_ip_j=0$, which leaves $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. For a spherical potential $\nabla V=V'\mathbf r/r$, so this is $(V'/r)\,\boldsymbol\sigma\cdot\mathbf l=2(V'/r)\,\mathbf l\cdot\mathbf s$. Put a factor $\lambda$ on this term: $\lambda=0$ is the scalar-relativistic problem and $\lambda=1$ the Dirac problem. To first order in $\lambda$ the valence p shell feels $\lambda\zeta\,\mathbf l\cdot\mathbf s$ with

$$\zeta=\frac{1}{2c^2}\int_0^\infty \phi(r)^2\,\frac{V'(r)}{r}\,dr,$$

where $\phi(r)$ is $r$ times the radial part of $\phi$ at $\lambda=0$. An attractive potential rises outward, so $\zeta>0$.

Squaring $\mathbf j=\mathbf l+\mathbf s$ gives $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. For $l=1$ this is $+\tfrac12$ for the four states with $j=\tfrac32$ and $-1$ for the two with $j=\tfrac12$; the full shell has $4\cdot\tfrac12-2\cdot 1=0$. The six states of p$^5$ form the single term ${}^2P$, so the electron repulsion is the same for all of them, and each has the spin-orbit energy of the full shell minus that of the missing electron:

$$E_{3/2}=-\tfrac12\zeta,\qquad E_{1/2}=+\zeta,\qquad \Delta=E_{1/2}-E_{3/2}=\tfrac32\zeta .$$

The ground level lies $\zeta/2=\Delta/3$ below the scalar energy, two atoms give $2\Delta/3=\zeta$, and $a=1$. The missing electron is a hole with operator $-\zeta\,\mathbf l\cdot\mathbf s$. The fraction belongs to p$^5$: for p$^1$, as in indium, the sign is not reversed, the ground level is $j=\tfrac12$ at $-\zeta$, and the lowering is $2\Delta/3$.

Beyond first order the orbitals relax. Every filled p or d shell gains a second-order spin-orbit energy, which is assumed here to be the same in the atoms and in the molecule. A reference that keeps this part and has no first-order term is the $\lambda=1$ atom with statistical occupation p$_{1/2}^{5/3}$p$_{3/2}^{10/3}$, of energy $E_a$. If the mean-field energy is quadratic in the p$_{1/2}$ occupation $n$, $E=E_a-\varepsilon(n-\tfrac53)+\tfrac k2(n-\tfrac53)^2$, then $n=2$ gives $E_{3/2}=E_a-\varepsilon/3+k/18$ and $n=1$ gives $E_{1/2}=E_a+2\varepsilon/3+2k/9$. Subtraction gives $\Delta=\varepsilon+k/6$, and eliminating $\varepsilon$ gives $E_a-E_{3/2}=\Delta/3-k/9$. In spherical, spin-unpolarized Dirac–Coulomb LDA (Slater exchange, VWN correlation, point nucleus) the ratio $(E_a-E_{3/2})/\Delta$ is 0.3333, 0.3332, 0.3328 and 0.3322 for F, Cl, Br and I, and 0.665 for In. For iodine $\tfrac32\zeta(\lambda=0)=1.5\times0.02446=0.0367$ falls about 4% below the full $\Delta=0.0380$, so from here on $\zeta$ means $2\Delta/3$ with the full splitting.

## Two holes on two atoms

The valence p configuration of X$_2$ is $\sigma_g^2\pi_u^4\pi_g^4\sigma_u^0$: twelve spin-orbitals with two holes. Take orthonormal orbitals $x,y,z$ on atoms A and B with parallel axes and $z$ along the bond. Inversion sends $p_A\to-p_B$, so the sums $p_A+p_B$ are ungerade. The facing lobes of $z_A$ and $z_B$ have opposite sign, so $z_A+z_B$ is the antibonding $\sigma_u$, while $x_A+x_B$ is the bonding $\pi_u$. A hole is cheap in an antibonding orbital, so the hole hopping is $-t_\sigma$ for $z$ and $+t_\pi$ for $x,y$, with $t_\sigma>t_\pi>0$. Two holes on one atom cost $U$. The perturbation is $H_{\rm SO}=-\zeta(\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2)$, with $\mathbf l$ acting about the atom that carries the hole.

At $\zeta=0$ the ground state is a spin singlet built from two symmetric, gerade spatial functions. With $a=z_A$, $b=z_B$ and $ab\equiv a(1)b(2)$, they are $C=(ab+ba)/\sqrt2$ and $I=(aa+bb)/\sqrt2$. Hopping of either hole turns $aa$ into $-t_\sigma(ba+ab)$, and likewise $bb$, so $\langle C|H|I\rangle=-2t_\sigma$, and the diagonal elements are $0$ and $U$. The secular equation $E(E-U)=4t_\sigma^2$ has the lower root

$$E_0=-\epsilon,\qquad \epsilon=\tfrac12(R-U),\qquad R=\sqrt{U^2+16t_\sigma^2},\qquad \epsilon(U+\epsilon)=4t_\sigma^2 .$$

The eigenvector is $\cos\theta\,C+\sin\theta\,I$. The first row gives $\tan\theta=\epsilon/2t_\sigma$, hence $\tan2\theta=4t_\sigma\epsilon/(4t_\sigma^2-\epsilon^2)=4t_\sigma/U$, so $\sin2\theta=4t_\sigma/R$ and $\cos2\theta=U/R$.

To apply the perturbation, split it as

$$\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2=\tfrac12(\mathbf l_1+\mathbf l_2)\cdot(\mathbf s_1+\mathbf s_2)+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).$$

The first part annihilates a singlet. In the second, $(s_1-s_2)_z$ turns $(\alpha\beta-\beta\alpha)/\sqrt2$ into $(\alpha\beta+\beta\alpha)/\sqrt2$, and by spin isotropy each component $k$ gives a normalized triplet function $T_k$, the three being orthogonal. The result is a pure triplet, so $\langle0|H_{\rm SO}|0\rangle=0$. The spatial factor shows what the bond has done. From $(l_k)_{ij}=-i\epsilon_{kij}$ follow $l_zz=0$, $l_xz=-iy$ and $l_yz=ix$. A hole held in $z$ has zero expectation value of $\mathbf l$; $\mathbf l$ can only move it to a $\pi$ orbital of the same atom. In the free atom this move costs nothing, so the hole is free to occupy a $j=\tfrac32$ state such as $(x+iy)\alpha/\sqrt2$. In the molecule the move breaks the $\sigma$ bond.

For $k=y$ let $a'=x_A$, $b'=x_B$ and $[pq]=(pq-qp)/\sqrt2$. Then $(l_1-l_2)_y\,aa=i(a'a-aa')=-i\sqrt2\,[aa']$ and $(l_1-l_2)_y(ab+ba)=i(a'b-ab'+b'a-ba')=-i\sqrt2\,([ab']+[ba'])$. With $C_T=([ab']+[ba'])/\sqrt2$ and $I_T=([aa']+[bb'])/\sqrt2$, the $k=y$ part of $H_{\rm SO}|0\rangle$ is

$$(-\zeta)\,\tfrac12\,(-i\sqrt2)\,(\cos\theta\,C_T+\sin\theta\,I_T)\,T_y,$$

of squared norm $\zeta^2/2$. The $k=x$ part is the same with $y$ orbitals, and $k=z$ gives nothing. Hence $\langle0|H_{\rm SO}^2|0\rangle=\zeta^2$ for any $\theta$. The states reached have one $\pi$ hole, are even under exchange of the atoms, and have $\Omega=0$ because $H_{\rm SO}$ commutes with $J_z$: they are ${}^3\Pi_g$.

In the triplet block, hopping turns $[aa']$ into $-t_\sigma[ba']+t_\pi[ab']$ and $[bb']$ into $-t_\sigma[ab']+t_\pi[ba']$, so $\langle C_T|H|I_T\rangle=-\tau$ with $\tau=t_\sigma-t_\pi$. Second-order theory needs the inverse of $H-E_0$ in this block:

$$\begin{pmatrix}\epsilon&-\tau\\-\tau&U+\epsilon\end{pmatrix}^{-1}=\frac{1}{4t_\sigma^2-\tau^2}\begin{pmatrix}U+\epsilon&\tau\\ \tau&\epsilon\end{pmatrix}.$$

Sandwiched with $(\cos\theta,\sin\theta)$, the matrix on the right gives $\epsilon+U\cos^2\theta+\tau\sin2\theta$. Inserting $\cos^2\theta=\tfrac12(1+U/R)$ makes the first two terms $(R^2+U^2)/2R=(U^2+8t_\sigma^2)/R$. The determinant factors as $(2t_\sigma-\tau)(2t_\sigma+\tau)=(t_\sigma+t_\pi)(3t_\sigma-t_\pi)$. The two components $k=x,y$ add to weight $\zeta^2$:

$$E_2=-\zeta^2\,\frac{U^2+8t_\sigma^2+4t_\sigma\tau}{R\,(t_\sigma+t_\pi)(3t_\sigma-t_\pi)} .$$

At $U=0$, $R=4t_\sigma$ and the numerator is $4t_\sigma(2t_\sigma+\tau)$, so $E_2=-\zeta^2/(t_\sigma+t_\pi)$. The denominator is the cost of moving a hole from $\sigma_u$ (energy $-t_\sigma$) to $\pi_u$ (energy $+t_\pi$), which is the electron excitation $\pi_u\to\sigma_u$, and $f=1$. For $U\gg t_\sigma$, $E_2\to-\zeta^2U/(4t_\sigma^2-\tau^2)$, so quenching requires $\zeta\ll t_\sigma^2/U$. On stretching the bond this condition fails. At zero hopping with $U>0$ each atom carries one hole at $-\zeta/2$, and the shift is $-\zeta$: the molecule has the whole atomic stabilization.

Take round parameters $t_\sigma=0.12$, $t_\pi=0.03$, $U=0.30$, $\zeta=0.02$. Then $R=\sqrt{0.09+0.2304}=0.5660$, the numerator is $0.09+0.1152+0.0432=0.2484$, and $E_2/\zeta^2=-0.2484/(0.5660\times0.15\times0.33)=-8.87$; half the second derivative with respect to $\zeta$ of the lowest eigenvalue of the 66-state matrix is $-8.865$. Scaling both hoppings by 0, 0.25, 0.5 and 1 gives exact shifts of $-1.000$, $-0.751$, $-0.404$ and $-0.161$ in units of $\zeta$. At full hopping the second-order value is $-0.177$, about 10% larger in size than the exact one. The model binding energy is lowered by $\zeta(1-0.161)$.

## Real orbitals

With real molecular orbitals the one-electron operator is $h=i\sum_kA^ks_k$, where $A^k$ is the real antisymmetric matrix of the spatial factor. Let $a^k_{ia}$ be its elements between occupied $i$ and virtual $a$. For $k=z$ the perturbation is imaginary and opposite for the two spins, so the orbitals mix with amplitudes $\pm i\,x_{ia}/\sqrt2$, $x$ real. The linear term of the Hartree–Fock energy is $2g\cdot x$ with $|g|=2\cdot\tfrac12\cdot a^z/\sqrt2=a^z/\sqrt2$ (two spins, $|s_z|=\tfrac12$). The quadratic term couples singles to singles through $\mathsf A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}-(ij|ab)$, and the reference to the double excitation through $\mathsf B_{ia,jb}=-(ib|ja)$. The Coulomb integrals $(ia|jb)$ cancel between the opposite spin amplitudes, and $\mathsf B$ carries the factor $i^2=-1$. Making $2g\cdot x+x(\mathsf A-\mathsf B)x$ stationary, and adding the three equivalent directions, gives

$$E_2=-\tfrac12\sum_k a^k(\mathsf A-\mathsf B)^{-1}a^k .$$

For Cl$_2$ in def2-SVP with the bare-nucleus operator this is $-2.9565\times10^{-4}$, equal to the printed digits to the part even in $\lambda$ of a complex generalized Hartree–Fock energy at $\lambda=\pm1$. The odd part is $1.0\times10^{-6}$, against an atomic $\zeta$ of $0.0030$.

Dropping $\mathsf B$ leaves the triplet CIS matrix, with normalized eigenvectors $X_n$, and $E_2\approx-\tfrac12\sum_{n,k}(X_n\cdot a^k)^2/\Delta E_n$. Among valence orbitals only the $\pi_u$ pair couples to the $\sigma_u$ LUMO. The two ${}^3\Pi_g$ roots, 98% $\pi_u\to\sigma_u$, define $f=\tfrac12\sum(X_n\cdot a^k)^2/\zeta^2$, with atom and molecule in the same basis and operator. The atomic $\zeta$ of the bare operator for Cl, 0.00300, lies below the screened LDA value 0.00310, although screening should reduce it. Its absolute value is therefore not relied on, and the bare operator is used only in ratios; adding the mean-field two-electron spin-orbit terms in both atom and molecule changes $f$ by less than 2% for F$_2$ and Cl$_2$. With $\zeta$ averaged over the occupied valence p orbitals of the unrestricted Hartree–Fock atom, the results are $f=1.34$, $1.17$ and $1.15$ for F$_2$, Cl$_2$ and Br$_2$; taking $\zeta$ from a spherically averaged atom instead raises them by about 6%. Normalizing overlapping orbitals, $\sigma_u=(z_A+z_B)/\sqrt{2(1+S_\sigma)}$ and likewise $\pi_u$, and keeping the two one-centre elements, gives $f=1/[(1+S_\sigma)(1+S_\pi)]$ with $S_\sigma<0$; with the atomic p orbitals this is about 1.2, 1.3 and 1.3, which runs opposite to the computed trend, so overlap normalization does not explain the values. The $\pi_u\to$ LUMO element alone gives only about 1.0, 0.9 and 0.9, and the rest of $f$ comes from the remaining 2% of the CIS vector. Iodine is treated with a core potential, whose orbitals lack the inner nodes, so the Br$_2$ value is adopted for I$_2$. A spin-orbit core potential on iodine gives $f=1.19$ with the spherical-atom $\zeta$, against 1.21 for Br$_2$ on the same footing. In def2-TZVP this spherical-atom $f$ stays at 1.42 for F$_2$ and falls from 1.23 to 1.16 for Cl$_2$, so $f$ is uncertain by several percent. Keeping $\mathsf B$ would make the ${}^3\Pi_g$ term smaller, by 3% for F$_2$, 5% for Cl$_2$ and about 6% for Br$_2$ and I$_2$.

With the same bare operator the ${}^3\Pi_g$ term of Cl$_2$ is only $1.168\times0.002997^2/0.2315=4.5\times10^{-5}$, about 15% of the full $|E_2|$. The rest, apart from the effect of $\mathsf B$, comes from other excitations, core ones included, and is assumed to cancel against the atoms. The cancellation is approximate: against atoms with statistical p occupation, the full difference $E_2({\rm X}_2)-2E_2({\rm X})$, which includes $\mathsf B$, is $-4.1\times10^{-5}$ for Cl$_2$, and it is smaller in size than the ${}^3\Pi_g$ term by 16%, 10% and 10% for F$_2$, Cl$_2$ and Br$_2$. The returns below are upper estimates by about that much.

## From F$_2$ to I$_2$

The LDA splittings are $\Delta=0.00235$, $0.00466$, $0.01876$ and $0.03802$ (516, 1023, 4118 and 8344 cm$^{-1}$), a factor 16 from F to I. The CIS/def2-SVP gaps are $\Delta E=0.286$, $0.232$, $0.179$ and $0.136$, at rough measured bond lengths of 2.6, 3.8, 4.3 and 5.1 bohr. $D_e^{\rm scalar}$ is frozen-core MP2/def2-SVP at the same geometries, nonrelativistic except for the iodine core potential.

For I$_2$, each atom is lowered by $0.038016/3=0.012672$, so $\zeta=0.025344$, or 66.5 kJ/mol. The molecule regains $1.146\times0.025344^2/0.1360=0.00541$, or 14.2 kJ/mol, which is the fraction $f\zeta/\Delta E=21\%$ of the atomic term. The net lowering is $0.02534-0.00541=0.01993$, or 52 kJ/mol, and $D_e$ goes from $0.0541$ to $0.0342$, that is from 142 to 90 kJ/mol. The series, in kJ/mol:

| | $2\Delta/3$ | return | net | $D_e^{\rm scalar}$ | net/$D_e^{\rm scalar}$ |
|:-|-:|-:|-:|-:|-:|
| F$_2$ | 4.1 | 0.03 | 4.1 | 138 | 3% |
| Cl$_2$ | 8.2 | 0.13 | 8.0 | 182 | 4% |
| Br$_2$ | 33 | 2.6 | 30 | 171 | 18% |
| I$_2$ | 67 | 14 | 52 | 142 | 37% |

The returned fraction $f\zeta/\Delta E$ runs 0.7%, 1.6%, 8% and 21%. It grows because $\zeta$ rises sixteenfold while $\Delta E$ falls to about half. Subtracting $\Delta/3$ per atom and nothing else therefore overstates the lowering by 1 to 2% of $2\Delta/3$ for F$_2$ and Cl$_2$, and by about a fifth of it for I$_2$.

These values carry the limits of their methods. Measured splittings are roughly 400 cm$^{-1}$ for F and 7600 cm$^{-1}$ for I, so the LDA values exceed them by about 30% and 10%. The Dirac–Coulomb Hamiltonian omits the spin-other-orbit (Gaunt) interaction, which accounts for part of the fluorine excess: in a mean-field estimate with Hartree–Fock orbitals it lowers the splitting by about 40 cm$^{-1}$, out of a discrepancy of about 115 cm$^{-1}$. The measured $D_e$ of I$_2$ is roughly 150 kJ/mol against the 90 found here, so this $D_e^{\rm scalar}$ is too small (the larger def2-TZVP basis raises it from 142 to 177) and the I$_2$ entry in the last column is too large. The same basis raises $D_e^{\rm scalar}$ from 138 to 168 for F$_2$ and from 182 to 240 for Cl$_2$, which lowers their entries to 2.4% and 3.3%; the first three columns do not depend on $D_e^{\rm scalar}$, and the gaps of F$_2$, Cl$_2$ and I$_2$ move by at most 0.003. The I$_2$ return rests on a borrowed $f$, a CIS gap and second order at $\zeta/\Delta E=0.19$, where the model, with $\zeta$ raised to $0.024$ so that its second-order return is also 21%, overshoots by 12%; this indicates the size of the higher orders. An all-order generalized Hartree–Fock calculation with a spin-orbit core potential, scaled to the same $\zeta$ and referred to statistically occupied atoms, gives a return of 12 kJ/mol (18%) in place of 14, and a net lowering between 54 and 55 kJ/mol. The numerical check that follows asserts the p$^5$ and p$^1$ fractions, the atomic slopes $dE/d\lambda$, the model's selection rules, sum rule and second-order energy (finite difference against a sum over states, and against the closed form at $U=0$), and the Cl$_2$ comparison.

## Computed values

```
c = 137.0360 au; 1 Eh = 2625.50 kJ/mol = 219474.6 cm^-1
p^5: E/zeta low -0.500, high 1.000, ground J(J+1) 3.75, lowering/Delta 0.3333
p^1: E/zeta low -1.000, high 0.500, ground J(J+1) 0.75, lowering/Delta 0.6667
one-electron Z=53: 2p1/2 -368.965 Eh, 2p3/2 -354.470 Eh
Dirac-Coulomb LDA atoms
F: zeta(lam=0) 0.001566 Eh; dE/dlam ground -0.000783, upper 0.001566 Eh
F: Delta(lam=1) 0.002351 Eh = 516 cm^-1; lowering/Delta 0.3333
Cl: zeta(lam=0) 0.003098 Eh; dE/dlam ground -0.001549, upper 0.003098 Eh
Cl: Delta(lam=1) 0.004663 Eh = 1023 cm^-1; lowering/Delta 0.3332
Br: zeta(lam=0) 0.012322 Eh; dE/dlam ground -0.006161, upper 0.012322 Eh
Br: Delta(lam=1) 0.018763 Eh = 4118 cm^-1; lowering/Delta 0.3328
I: zeta(lam=0) 0.024457 Eh; dE/dlam ground -0.012229, upper 0.024456 Eh
I: Delta(lam=1) 0.038016 Eh = 8344 cm^-1; lowering/Delta 0.3322
In: zeta(lam=0) 0.007535 Eh; dE/dlam ground -0.007535, upper 0.003767 Eh
In: Delta(lam=1) 0.011640 Eh = 2555 cm^-1; lowering/Delta 0.6646
model: t_sigma 0.12 Eh, t_pi 0.03 Eh, U 0.3 Eh, zeta 0.02 Eh
model U=0.00 Eh: E2/zeta^2 -6.667 1/Eh, second-order shift/zeta -0.1333
model U=0.30 Eh: E2/zeta^2 -8.865 1/Eh, second-order shift/zeta -0.1773
model shift/zeta at hopping scale 0, 0.25, 0.5, 1: -1.0000, -0.7513, -0.4041, -0.1612
def2-SVP: MP2 De, CIS dE; R = rough measured value
F2: R 2.646 bohr; dE 0.2858 Eh; pi_u->sigma_u weight 0.983; f 1.338
F2: Delta/3 0.000784 Eh; 2Delta/3 0.001568 Eh = 4.12 kJ/mol
F2: second-order return 0.000012 Eh = 0.03 kJ/mol = 0.7 % of 2Delta/3
F2: net lowering 0.001556 Eh = 4.09 kJ/mol = 3.0 % of De(scalar)
F2: De scalar 0.05263 Eh = 138.2 kJ/mol; with SO 0.05107 Eh = 134.1 kJ/mol
Cl2 GHF check: bare zeta 0.002997 Eh; odd part 1.0e-06 Eh
Cl2 GHF check: even part -2.9565e-04 Eh; response E2 -2.9565e-04 Eh
Cl2: R 3.779 bohr; dE 0.2315 Eh; pi_u->sigma_u weight 0.982; f 1.168
Cl2: Delta/3 0.001554 Eh; 2Delta/3 0.003109 Eh = 8.16 kJ/mol
Cl2: second-order return 0.000049 Eh = 0.13 kJ/mol = 1.6 % of 2Delta/3
Cl2: net lowering 0.003060 Eh = 8.03 kJ/mol = 4.4 % of De(scalar)
Cl2: De scalar 0.06946 Eh = 182.4 kJ/mol; with SO 0.06640 Eh = 174.3 kJ/mol
Br2: R 4.346 bohr; dE 0.1787 Eh; pi_u->sigma_u weight 0.980; f 1.146
Br2: Delta/3 0.006254 Eh; 2Delta/3 0.012508 Eh = 32.84 kJ/mol
Br2: second-order return 0.001003 Eh = 2.63 kJ/mol = 8.0 % of 2Delta/3
Br2: net lowering 0.011505 Eh = 30.21 kJ/mol = 17.7 % of De(scalar)
Br2: De scalar 0.06511 Eh = 170.9 kJ/mol; with SO 0.05360 Eh = 140.7 kJ/mol
I2: R 5.102 bohr; dE 0.1360 Eh; pi_u->sigma_u weight 0.978; f 1.146 (from Br2)
I2: Delta/3 0.012672 Eh; 2Delta/3 0.025344 Eh = 66.54 kJ/mol
I2: second-order return 0.005410 Eh = 14.20 kJ/mol = 21.3 % of 2Delta/3
I2: net lowering 0.019934 Eh = 52.34 kJ/mol = 36.8 % of De(scalar)
I2: De scalar 0.05412 Eh = 142.1 kJ/mol; with SO 0.03419 Eh = 89.8 kJ/mol
Delta(I)/Delta(F) 16.17
```
